# Wafer Curvature from a Noisy Height Scan by Quadratic Least Squares: a program that tests the result

```python
"""Curvature from a noisy height scan by quadratic least squares.

Result under test: for N equally spaced heights over length L with independent
noise of rms sigma, the fitted curvature kappa = z'' has standard error
    se = 2 sigma / (h^2 sqrt(N (N^2-1) (N^2-4) / 180)),   h = L/(N-1),
which tends to 12 sqrt(5) sigma / (L^2 sqrt(N)) for large N.
The film is on the upper face, z points up, tensile stress is positive.
All internal quantities are in SI units.
"""
from fractions import Fraction
import numpy as np
import sympy as sp
from scipy.constants import g as gravity
from scipy.signal import lfilter

rng = np.random.default_rng(20)


def fit_curvature(x, z):
    """Return curvature, residual rms s, standard error, lag-one correlation."""
    xc = x - x.mean()
    p = xc**2 - np.mean(xc**2)
    kappa = 2 * (p @ z) / (p @ p)
    slope = (xc @ z) / (xc @ xc)
    res = z - z.mean() - slope * xc - 0.5 * kappa * p
    s = np.sqrt(res @ res / (len(x) - 3))
    lag_one = (res[1:] @ res[:-1]) / (res @ res)
    return kappa, s, 2 * s / np.sqrt(p @ p), lag_one


def se_exact(sigma, length, n):
    h = length / (n - 1)
    return 2 * sigma / (h**2 * np.sqrt(n * (n**2 - 1.0) * (n**2 - 4.0) / 180))


def se_large_n(sigma, length, n):
    return 12 * np.sqrt(5) * sigma / (length**2 * np.sqrt(n))


# ---- rough typical values: nitride film on a 100 mm Si(001) wafer ----
M_s, M_f = 180e9, 200e9          # biaxial moduli of wafer and film
h_s, h_f = 525e-6, 100e-9        # thicknesses
stress = 200e6                   # film stress
radius, density, nu = 50e-3, 2330.0, 0.28
L, N, sigma = 80e-3, 401, 50e-9  # scan length, points, height noise
xi = 1e-3                        # correlation length for the noise study
x = np.linspace(-L / 2, L / 2, N)

# ---- sum of squares of the orthogonal quadratic, in exact arithmetic ----
for n in range(3, 41):
    u = [Fraction(2 * i - n + 1, 2) for i in range(n)]
    mean_sq = sum(v * v for v in u) / n
    total = sum((v * v - mean_sq)**2 for v in u)
    assert total == Fraction(n * (n * n - 1) * (n * n - 4), 180)
u5 = np.arange(5) - 2.0
p5 = u5**2 - np.mean(u5**2)

# ---- large-N form and its first correction ----
for n in (50, 200, 1000):
    ratio = se_exact(1.0, 1.0, n) / se_large_n(1.0, 1.0, n)
    assert abs(ratio - 1 + 2 / n) < 5 / n**2

# ---- Monte Carlo with an independent polynomial fitting routine ----
trials = 4000


def monte_carlo(length, n, rms, uniform=False):
    t = np.linspace(-0.5, 0.5, n)
    if uniform:
        noise = rms * np.sqrt(3) * rng.uniform(-1, 1, (n, trials))
    else:
        noise = rms * rng.standard_normal((n, trials))
    true_kappa = 2e-3
    shape = 1e-6 + 3e-6 * t + 0.5 * true_kappa * (length * t)**2
    z = shape[:, None] + noise
    coef = np.polyfit(t, z, 2)
    kappas = 2 * coef[0] / length**2
    res = z - np.vander(t, 3) @ coef
    spread = kappas.std(ddof=1)
    assert abs(kappas.mean() - true_kappa) < 5 * spread / np.sqrt(trials)
    s2 = np.mean(np.sum(res**2, axis=0) / (n - 3))
    assert abs(s2 / rms**2 - 1) < 0.04      # sampling error below 1 percent
    return spread


cases = [(L, N, sigma, False), (L / 2, N, sigma, False),
         (L, 101, sigma, False), (L, N, 2 * sigma, False),
         (L, 11, sigma, True)]
mc = []
for length, n, rms, uniform in cases:
    spread = monte_carlo(length, n, rms, uniform)
    # the spread of 4000 trials has a sampling error of about 1.1 percent
    assert abs(spread / se_exact(rms, length, n) - 1) < 0.05
    mc.append(spread)

# ---- Stoney relation against the full bilayer force and moment balance ----
kappa_film = 6 * stress * h_f / (M_s * h_s**2)
z_low, z_top = h_s / 2, h_s / 2 + h_f
I1 = h_f * (h_s + h_f) / 2
I2 = (z_top**3 - z_low**3) / 3
balance = np.array([[M_s * h_s + M_f * h_f, -M_f * I1],
                    [M_f * I1, -(M_s * h_s**3 / 12 + M_f * I2)]])
kappa_bilayer = np.linalg.solve(balance, [-stress * h_f, -stress * I1])[1]
thickness_effect = kappa_bilayer / kappa_film - 1
eta = h_f / h_s
assert abs(thickness_effect - eta * (1 - 4 * M_f / M_s)) < 20 * eta**2
to_stress = M_s * h_s**2 / (6 * h_f)

# ---- bias from cubic and quartic shape ----
xf = np.linspace(-L / 2, L / 2, 2001)
assert abs(fit_curvature(xf, xf**3)[0]) < 1e-10 * L
assert abs(fit_curvature(xf, xf**4)[0] / (3 * L**2 / 7) - 1) < 0.005

# ---- gravity sag of a disc simply supported at its edge ----
r, a, q, D, v = sp.symbols("r a q D nu", positive=True)
w = -q / (64 * D) * (a**2 - r**2) * ((5 + v) / (1 + v) * a**2 - r**2)


def laplacian(f):
    return sp.diff(r * sp.diff(f, r), r) / r


assert sp.simplify(D * laplacian(sp.expand(laplacian(w))) + q) == 0
edge_moment = sp.diff(w, r, 2) + v * sp.diff(w, r) / r
assert sp.simplify(edge_moment.subs(r, a)) == 0
load = density * gravity * h_s
rigidity = M_s * h_s**3 / (12 * (1 + nu))
sag_function = sp.lambdify(r, w.subs({a: radius, q: load, D: rigidity, v: nu}))
sag = sag_function(x)
kappa_sag = fit_curvature(x, sag)[0]
sag_centre = load * radius**2 * (3 + nu) / (16 * rigidity * (1 + nu))
sag_quartic = -load / (64 * rigidity)
assert abs(kappa_sag / (sag_centre + 3 * L**2 * sag_quartic / 7) - 1) < 0.01

# ---- the worked measurement: scans before and after deposition ----
before = 2e-6 + 1e-5 * x + sag + sigma * rng.standard_normal(N)
after = (5e-6 - 2e-5 * x + sag + 0.5 * kappa_film * x**2
         + sigma * rng.standard_normal(N))
kappa_hat, s_hat, se_hat, lag_white = fit_curvature(x, after - before)
assert abs(kappa_hat / (2 * np.polyfit(x, after - before, 2)[0]) - 1) < 1e-8
split = fit_curvature(x, after)[0] - fit_curvature(x, before)[0]
assert abs(split / kappa_hat - 1) < 1e-9
se_diff = se_exact(np.sqrt(2) * sigma, L, N)
assert abs(kappa_hat - kappa_film) < 4 * se_diff
assert abs(se_hat / se_diff - 1) < 0.15     # four times its sampling error
target = 0.01 * kappa_film
n_needed = int(np.ceil(1440 * sigma**2 / (L**4 * target**2)))
assert se_exact(np.sqrt(2) * sigma, L, n_needed) <= target
assert se_exact(np.sqrt(2) * sigma, L, int(0.9 * n_needed)) > target


# ---- correlated noise: variance from the full covariance matrix ----
def se_correlated(n):
    t = np.linspace(-L / 2, L / 2, n)
    p = t**2 - np.mean(t**2)
    cov = sigma**2 * np.exp(-np.abs(t[:, None] - t[None, :]) / xi)
    return 2 * np.sqrt(p @ cov @ p) / (p @ p)


corr = {n: se_correlated(n) for n in (N, 1601)}
for n, value in corr.items():
    n_ratio = np.tanh(L / (n - 1) / (2 * xi))
    variance_ratio = value**2 * n_ratio / se_exact(sigma, L, n)**2
    assert abs(variance_ratio - 1 + 5 * xi / L) < 0.003
floor = se_large_n(sigma, L, L / (2 * xi))
assert abs(corr[1601] / (floor * np.sqrt(1 - 5 * xi / L)) - 1) < 0.01
assert abs(corr[1601] / corr[N] - 1) < 0.02
rho = np.exp(-L / (N - 1) / xi)
drive = np.sqrt(1 - rho**2) * rng.standard_normal(N + 500)
red_noise = sigma * lfilter([1.0], [1.0, -rho], drive)[500:]
lag_red = fit_curvature(x, red_noise)[3]
assert abs(lag_white) < 4 / np.sqrt(N) and lag_red > 0.5

# ---- further neglected effects ----
thick_error = ((h_s + 5e-6) / h_s)**2 - 1
scale_error = fit_curvature(1.005 * x, x**2)[0] / fit_curvature(x, x**2)[0] - 1
assert abs(scale_error + 0.01) < 2e-4
thermal_stress = M_f * 1e-6 * 2.0           # expansion mismatch times 2 K
deflection = kappa_film * radius**2 / 2 + abs(sag_function(0.0))

k = 1e3                                     # 1/m to 1/km
print("five-point p/h^2:", p5, " sum of squares:", p5 @ p5)
print(f"wafer modulus {M_s/1e9:.0f} GPa, film modulus {M_f/1e9:.0f} GPa")
print(f"wafer thickness {h_s*1e6:.0f} um, film thickness {h_f*1e9:.0f} nm")
print(f"wafer radius {radius*1e3:.0f} mm, density {density:.0f} kg/m3")
print(f"wafer Poisson ratio {nu:.2f}")
print(f"input film stress {stress/1e6:.0f} MPa")
print(f"scan length {L*1e3:.0f} mm, points {N}, pitch {L/(N-1)*1e3:.2f} mm")
print(f"height noise rms {sigma*1e9:.0f} nm")
print(f"constant 12 sqrt(5) = {12*np.sqrt(5):.3f}")
print(f"film curvature {kappa_film*k:.4f} 1/km")
print(f"film radius of curvature {1/kappa_film:.1f} m")
print(f"film bow over scan {kappa_film*L**2/8*1e6:.3f} um")
print("Monte Carlo trials per case:", trials)
print("L mm, N, noise nm: se (1/km) MonteCarlo, exact, large-N")
for (length, n, rms, uniform), spread in zip(cases, mc):
    label = "uniform" if uniform else "Gaussian"
    print(f" {length*1e3:.0f}, {n}, {rms*1e9:.0f}: {spread*k:.5f},"
          f" {se_exact(rms, length, n)*k:.5f},"
          f" {se_large_n(rms, length, n)*k:.5f} {label}")
print(f"MC se ratio, L halved: {mc[1]/mc[0]:.3f}")
print(f"MC se ratio, N 401 to 101: {mc[2]/mc[0]:.3f}")
print(f"MC se ratio, noise doubled: {mc[3]/mc[0]:.3f}")
half = se_exact(sigma, L / 2, 201) / se_exact(sigma, L, N)
print(f"exact se ratio, L halved at fixed pitch: {half:.3f}")
print(f"difference scan: predicted se {se_diff*k:.5f} 1/km")
print(f"difference scan: fitted curvature {kappa_hat*k:.4f} 1/km")
print(f"difference scan: residual rms s {s_hat*1e9:.2f} nm")
print(f"difference scan: estimated se {se_hat*k:.5f} 1/km")
print(f"Stoney factor {to_stress/1e9:.3f} GPa m")
print(f"fitted stress {kappa_hat*to_stress/1e6:.2f} MPa")
print(f"estimated stress se {se_hat*to_stress/1e6:.2f} MPa")
print(f"predicted stress se {se_diff*to_stress/1e6:.2f} MPa")
print(f"points for 1 percent se of difference: {n_needed}")
print(f"gravity sag at centre {abs(sag_function(0.0))*1e6:.3f} um")
print(f"gravity curvature at centre {sag_centre*k:.4f} 1/km")
print(f"gravity quartic bias {3*L**2*sag_quartic/7*k:.4f} 1/km")
print(f"gravity curvature from fit {kappa_sag*k:.4f} 1/km")
print(f"1 percent sag mismatch: {0.01*kappa_sag*to_stress/1e6:.2f} MPa")
print(f"noise correlation length {xi*1e3:.1f} mm")
for n, value in corr.items():
    print(f"N={n}: se white {se_exact(sigma, L, n)*k:.5f},"
          f" correlated {value*k:.5f} 1/km")
print(f"correlated floor without edge term {floor*k:.5f} 1/km")
print(f"effective points L/(2 xi) = {L/(2*xi):.0f}")
corr_stress = np.sqrt(2) * corr[N] * to_stress
print(f"stress se with correlated noise {corr_stress/1e6:.2f} MPa")
print(f"lag-one residuals: white {lag_white:.3f}, correlated {lag_red:.3f}")
print(f"wafer 5 um thicker: stress {100*thick_error:+.2f} percent")
print(f"x scale 0.5 percent long: curvature {100*scale_error:+.2f} percent")
print(f"finite film thickness: curvature {100*thickness_effect:+.3f} percent")
print(f"2 K change, mismatch 1e-6 per K: {thermal_stress/1e6:.2f} MPa")
print(f"membrane stiffening, order (w/h_s)^2: {(deflection/h_s)**2:.1e}")
print("checks complete")
```

Running it gives:

```
five-point p/h^2: [ 2. -1. -2. -1.  2.]  sum of squares: 14.0
wafer modulus 180 GPa, film modulus 200 GPa
wafer thickness 525 um, film thickness 100 nm
wafer radius 50 mm, density 2330 kg/m3
wafer Poisson ratio 0.28
input film stress 200 MPa
scan length 80 mm, points 401, pitch 0.20 mm
height noise rms 50 nm
constant 12 sqrt(5) = 26.833
film curvature 2.4187 1/km
film radius of curvature 413.4 m
film bow over scan 1.935 um
Monte Carlo trials per case: 4000
L mm, N, noise nm: se (1/km) MonteCarlo, exact, large-N
 80, 401, 50: 0.01034, 0.01042, 0.01047 Gaussian
 40, 401, 50: 0.04160, 0.04167, 0.04187 Gaussian
 80, 101, 50: 0.02045, 0.02045, 0.02086 Gaussian
 80, 401, 100: 0.02077, 0.02083, 0.02094 Gaussian
 80, 11, 50: 0.05348, 0.05334, 0.06321 uniform
MC se ratio, L halved: 4.023
MC se ratio, N 401 to 101: 1.977
MC se ratio, noise doubled: 2.009
exact se ratio, L halved at fixed pitch: 5.622
difference scan: predicted se 0.01473 1/km
difference scan: fitted curvature 2.4251 1/km
difference scan: residual rms s 74.55 nm
difference scan: estimated se 0.01553 1/km
Stoney factor 82.687 GPa m
fitted stress 200.53 MPa
estimated stress se 1.28 MPa
predicted stress se 1.22 MPa
points for 1 percent se of difference: 151
gravity sag at centre 2.850 um
gravity curvature at centre 2.8324 1/km
gravity quartic bias -0.3032 1/km
gravity curvature from fit 2.5278 1/km
1 percent sag mismatch: 2.09 MPa
noise correlation length 1.0 mm
N=401: se white 0.01042, correlated 0.03196 1/km
N=1601: se white 0.00523, correlated 0.03205 1/km
correlated floor without edge term 0.03315 1/km
effective points L/(2 xi) = 40
stress se with correlated noise 3.74 MPa
lag-one residuals: white -0.008, correlated 0.753
wafer 5 um thicker: stress +1.91 percent
x scale 0.5 percent long: curvature -0.99 percent
finite film thickness: curvature -0.066 percent
2 K change, mismatch 1e-6 per K: 0.40 MPa
membrane stiffening, order (w/h_s)^2: 1.3e-04
checks complete
```
